# A 1s luminescence peak does not prove a correlated exciton population

A semiconductor is excited well above its gap, the carriers cool, and the sample emits light. The spectrum has a sharp line below the gap, at the energy where absorption shows the 1s exciton. What does this line say about the carriers: have they bound into excitons, or are they still a plasma of electrons and holes?

The tempting answer is that the line proves an exciton population. A free electron and a free hole have at least the gap energy between them, so a photon below the gap seems to need a pair that was already bound. In a dilute gas of atoms, a line at a transition energy does reveal atoms in the upper state.

The argument assumes that an uncorrelated plasma consists of pairs with definite free-particle energies. With the Coulomb attraction present, it does not. A product state of electrons and holes is not an eigenstate of the interacting pair Hamiltonian, and it overlaps with the 1s state. The question is how much light that overlap produces.

## What is meant by a population

Let $e_k$ and $h_{-k}$ annihilate an electron and a hole, and define

$$P_k=h_{-k}e_k,\qquad P=\sum_kP_k,\qquad \rho_{kk'}=\langle P^\dagger_{k'}P_k\rangle .$$

The photon momentum is neglected, so only pairs of zero total momentum emit. Energies are counted from the gap. The pair Hamiltonian is $h_{kk'}=\varepsilon_k\delta_{kk'}-V_{k-k'}$, where $\varepsilon_k$ is the kinetic energy of the pair and $V$, with the normalization volume absorbed, is the attraction. Its eigenstates $\phi_\lambda(k)$, chosen real, have energies $E_\lambda$.

In a plasma without correlations or coherent polarization, Wick factorization gives

$$\langle e^\dagger_{k'}h^\dagger_{-k'}h_{-k}e_k\rangle=\langle e^\dagger_{k'}e_k\rangle\langle h^\dagger_{-k'}h_{-k}\rangle=\delta_{kk'}f^e_kf^h_k\equiv D_{kk'} .$$

No sign appears, because $e_k$ passes two hole operators. In general $\rho=D+c$, where $c$ contains the correlations. With $X_\lambda=\sum_k\phi_\lambda(k)P_k$, the occupation of a pair state is

$$N_\lambda=\langle X^\dagger_\lambda X_\lambda\rangle=\sum_k\phi_\lambda(k)^2f^e_kf^h_k+\Delta N_\lambda,\qquad \Delta N_\lambda=\sum_{kk'}\phi_\lambda(k)c_{kk'}\phi_\lambda(k').$$

Here "exciton population" means the correlated part $\Delta N_{1s}$. One may instead give that name to the total $N_{1s}$. A 1s line then does prove a population, but every uncorrelated plasma with overlapping electron and hole distributions has one, and the word no longer separates excitons from plasma. Correlations can also make $\Delta N_{1s}$ negative: carriers held entirely in scattering states, which are orthogonal to 1s, have $N_{1s}=0$.

## The luminescence equation

Let one photon mode couple through $H'=F(b^\dagger P+P^\dagger b)$, with real $F$. From $i\hbar\,dA/dt=[A,H]$,

$$i\hbar\frac{d}{dt}\langle b^\dagger b\rangle=F\langle b^\dagger P-P^\dagger b\rangle=2iF\,\mathrm{Im}\langle b^\dagger P\rangle .$$

The emission rate is therefore

$$I=\frac{2F}{\hbar}\,\mathrm{Im}\sum_k\Pi_k,\qquad \Pi_k=\langle b^\dagger P_k\rangle .$$

Two commutators determine $\Pi_k$. The photon operator gives $[b^\dagger,H]=-\hbar\omega b^\dagger-FP^\dagger$. For the pair operator, assume $f\ll1$. Acting on a single pair, the Hamiltonian gives $[P_k,H]\to\sum_{k'}h_{kk'}P_{k'}$; terms with a further carrier are of higher order in $f$. The coupling also produces a term proportional to $\langle b^\dagger b\rangle$, which is stimulated emission and absorption. It is dropped because the mode is nearly empty. With a phenomenological dephasing $\gamma$,

$$i\hbar\frac{d\Pi}{dt}=(h-\hbar\omega-i\gamma)\Pi-F\rho d,\qquad d_k=1 .$$

This is the dilute limit of the semiconductor luminescence equations. The Coulomb attraction sits in the homogeneous part, through $h$, and the state of the carriers enters through the source $\rho d$. For a stationary source,

$$\Pi=F(h-\hbar\omega-i\gamma)^{-1}\rho d,\qquad I=\frac{2F^2}{\hbar}\,\mathrm{Im}\,d^{\rm T}(h-\hbar\omega-i\gamma)^{-1}\rho d .$$

The resonance energies are the eigenvalues of $h$, whatever $\rho$ is. The source decides only how strongly each resonance is driven.

Absorption has the same resonances. If the mode carries a classical amplitude $B$, the induced polarization obeys $(h-\hbar\omega-i\gamma)p=-FBd$. Inserting it in the photon equation gives the absorption rate $(2F^2|B|^2/\hbar)\,\mathrm{Im}\,d^{\rm T}(h-\hbar\omega-i\gamma)^{-1}d$. A coincidence of the emission and absorption peaks thus tests the common operator $h$, not the source.

## A plasma source that can last

It is not enough to insert $\rho=D$ and hold it fixed. To leading order in density, the commutator used above also gives

$$i\hbar\frac{d\rho}{dt}=h\rho-\rho h .$$

The attraction does not commute with $D$, so correlations off-diagonal in $k$ appear at once. In the eigenbasis of $h$, however,

$$\rho_{\lambda\nu}(t)=D_{\lambda\nu}\,e^{-i(E_\lambda-E_\nu)t/\hbar}.$$

The diagonal elements do not change. Because the equation for $\Pi$ is linear, it can be averaged over a long time. The average of $d\Pi/dt$ vanishes for bounded $\Pi$, and the elements of $\rho$ between different energies average to zero. For the 1s line, the time needed is long compared with $\hbar$ divided by the distance from 1s to the next level.

With $d_\lambda=\sum_k\phi_\lambda(k)$ and $\mathrm{Im}\,(x-i\gamma)^{-1}=\gamma/(x^2+\gamma^2)$, the result is the Elliott formula for luminescence:

$$I(\omega)=\frac{2F^2}{\hbar}\sum_\lambda d_\lambda^2N_\lambda\frac{\gamma}{(E_\lambda-\hbar\omega)^2+\gamma^2}.$$

Setting $\Delta N_{1s}=0$ leaves the 1s weight $d_{1s}^2\sum_k\phi_{1s}(k)^2f^e_kf^h_k>0$. The line survives without a correlated exciton population, which refutes the inference from peak to population.

The energy argument is answered too. The product state has a spread of energies with respect to $h$, and its component at $E_{1s}$ emits there. The attraction is essential even though the initial state has no correlations.

This was tested without the dilute approximation on a three-site ring, with all many-particle states retained. In units of the electron hopping, the hole hopping is 0.6, the electron-hole attraction is 6.0 on site and 1.5 between neighbours, and like carriers on neighbouring sites repel with 1.5. The initial state is an uncorrelated plasma with $kT=2.0$ and occupations up to $9.1\times10^{-4}$.

At the lowest pair energy, $-7.2375$, the exact emission to lowest order in the light coupling is $1.0587\times10^{-6}$, in units of coupling squared times observation time squared. The formula $d_\lambda^2N_\lambda$ with the plasma part alone gives $1.0597\times10^{-6}$. The relative difference of $9.2\times10^{-4}$ falls to $9.2\times10^{-5}$ at about one tenth of the density, as expected for neglected terms of first order in $f$. Without the interactions, the emission at this energy falls to about $10^{-11}$ of its value. This off-resonant remainder is set by the finite observation time, $10^5$ in units of $\hbar$ divided by the electron hopping.

At the sampled times of the exact evolution, off-diagonal correlations reach 0.32 of the largest product $f^ef^h$. Yet the correlated part of the lowest pair occupation stays below $8\times10^{-4}$ of the total. Correlations build up, but they add almost no population to that state.

## What goes wrong if correlations are frozen at zero

If $\rho=D$ is nevertheless kept as a fixed source, the weight of resonance $\lambda$ becomes $d_\lambda\sum_k\phi_\lambda(k)f^e_kf^h_k$, which need not be positive. Take Boltzmann carriers at a common temperature in three dimensions,

$$f^e_kf^h_k=A\,e^{-\varepsilon_k/kT},$$

where $A$ is the product at $k=0$. Let $E_B$ be the 1s binding energy, $a_B$ the exciton Bohr radius and $\beta=E_B/kT$, so that $\varepsilon_k=E_B(ka_B)^2$. By completeness, all weights per volume add up to

$$\int\frac{d^3k}{(2\pi)^3}\,A\,e^{-\beta k^2a_B^2}=\frac{A}{(4\pi\beta)^{3/2}a_B^3}.$$

For $\beta=2.321$ this is $0.0063\,A/a_B^3$. The 1s weight is $0.0739\,A$ times $|\psi_{1s}(0)|^2=1/(\pi a_B^3)$, or $0.0235\,A/a_B^3$. It exceeds the total, so the other weights must sum to $-0.017\,A/a_B^3$.

Negative weights begin below the gap, with the 2s state. In real space, the weight divided by $A\,d_\lambda^2$ is

$$\int d^3r\,\frac{\psi_\lambda(r)}{\psi_\lambda(0)}\,\frac{e^{-r^2/(4\beta a_B^2)}}{(4\pi\beta)^{3/2}a_B^3},$$

and $\psi_{2s}(r)/\psi_{2s}(0)=(1-r/2a_B)\,e^{-r/2a_B}$ gives about $-0.06$. Negative weights continue into the continuum from the gap on. For $E_B=10$ meV, a level only 0.03 meV above the gap already has one; this energy reflects the level spacing of the finite box used in the calculation, not a threshold. At 49.83 meV, the weight divided by $A\,d_\lambda^2$ is about $-0.002$. These values are a fault of the frozen source, which is not a stationary state. Even this shortcut has a positive 1s resonance, but its strength should not be trusted: letting the off-diagonal correlations develop raises the factor from 0.074 to 0.34.

## How strong is the plasma line?

For the 1s state $\psi_{1s}\propto e^{-r/a_B}$, the Fourier transform gives $\phi_{1s}(k)^2\propto(1+x^2)^{-4}$ with $x=ka_B$. Since $\int_0^\infty x^2(1+x^2)^{-4}dx=\pi/32$, the plasma occupation is

$$q\equiv\frac{N_{1s}}{A}=\frac{32}{\pi}\int_0^\infty\frac{x^2e^{-\beta x^2}}{(1+x^2)^4}\,dx .$$

The virial theorem makes the mean kinetic energy in 1s equal to $E_B$. The exponential is convex, so Jensen's inequality gives $e^{-\beta}<q<1$. In the hot limit, $q\to1$. In the cold limit the Gaussian selects small $x$, and

$$q\simeq\frac{32}{\pi}\,\frac{\sqrt\pi}{4\beta^{3/2}}=\frac{8}{\sqrt\pi}\,\beta^{-3/2}.$$

The next term of the expansion multiplies this by $1-6/\beta$, so the cold form requires $\beta\gg6$. It does not yet apply to the example below.

Compare this with full thermal equilibrium between carriers and excitons. If $\mu_e+\mu_h$ is counted from the gap, then $A=e^{(\mu_e+\mu_h)/kT}$. A dilute exciton at rest has occupation $e^{(\mu_e+\mu_h+E_B)/kT}$, so

$$\left(\frac{N_{1s}}{A}\right)_{\rm eq}=e^{\beta}.$$

The plasma value lies below 1 and the equilibrium value above it. Both cases emit at the same energy.

Take round model parameters: $E_B=10$ meV, a temperature of 50 K and a broadening of 0.5 meV. Then $kT=4.309$ meV and $\beta=10/4.309=2.321$. Absorption, plasma luminescence and equilibrium luminescence all peak at $-10.00$ meV from the gap. The occupations differ greatly:

$$q=0.3375,\qquad e^\beta=10.19,\qquad \frac{e^\beta}{q}=30.2 .$$

The plasma makes a 1s line at the same place, about thirty times weaker than in equilibrium at the same temperature and the same density of unbound carriers.

Weak compared with equilibrium does not mean invisible. The $n$s weights per volume are $1/(\pi n^3a_B^3)$ and the levels lie at $-E_B/n^2$, with spacing $2E_B/n^3$. The weight per energy at the band edge is therefore $1/(2\pi E_Ba_B^3)$. It continues smoothly into the continuum, where the Coulomb-enhanced density of states changes it by the factor $1/(1-e^{-2\pi/\sqrt{E/E_B}})$, close to 1 for energies of order $kT$ here.

In a large volume, a continuum state lives mostly far from the origin, where its kinetic energy is $E$. Its plasma occupation then tends to $Ae^{-E/kT}$, the equilibrium value. In the numerical boxes, the mean deviation from this law between 3 and 6 meV shrinks from $-14\%$ to $-8\%$ when the radius doubles from 100 to 200 $a_B$, which supports the limit without reaching it.

The continuum area is thus approximately $A/(2\pi\beta a_B^3)$, and the line-to-continuum ratio is

$$\frac{qA/(\pi a_B^3)}{A/(2\pi\beta a_B^3)}=2\beta q=2(2.321)(0.3375)=1.57 .$$

The integral with the full enhancement factor gives 1.565, against 47.2 in equilibrium. In this example, the 1s line has more area than the continuum above the gap even with no correlated excitons. Counting the 2s and higher lines, which lie close to the gap, together with the continuum lowers the plasma ratio to 0.88, so the 1s line still holds nearly half of the total area. A prominent line is no better proof than a line at the right energy.

## What would count as evidence

The Elliott formulas for emission and absorption contain the same $d_\lambda^2$. Their ratio at an isolated resonance is proportional to $N_\lambda$, and in the continuum it is proportional to $Ae^{-E/kT}$. The constant of proportionality is the same in both. Extrapolating the continuum ratio to the gap yields $A$ times this constant, while the slope of its logarithm yields the temperature. If $r$ is the ratio at 1s divided by the extrapolated value, then

$$r=\frac{N_{1s}}{A},\qquad \frac{\Delta N_{1s}}{A}=r-q .$$

An excess of $r$ over $q$ that is larger than the errors of the fit is evidence of correlated excitons. The broadening must be negligible or be included in the fit, because the tail of a strong 1s line reaches into the continuum. With Lorentzian lines of 0.5 meV, a straight-line fit to the logarithm of the equilibrium ratio between 2 and 10 meV gives 62 K instead of 50 K, and $r=8.4$ instead of 10.2. With 0.02 meV it gives 50.6 K and 10.1. For narrow lines, the excess in the equilibrium example is $10.19-0.34=9.85$, so about 97% of the line comes from $\Delta N_{1s}$ in the limit of low density. At finite density, carriers bound in excitons also add to $f^e$ and $f^h$ and change the factorized part. The belief can therefore be right about a particular sample; what fails is the proof from the peak alone.

Temperature controls how well the two cases separate. The ratio $e^\beta/q$ is 534 at 25 K, 30 at 50 K, 6.3 at 100 K and 2.0 at 300 K. At 300 K, where $kT$ is about 2.6 times the binding energy, an intensity calibration good only to a factor of two can no longer decide.

A strong line still does not mean that most carriers are bound. Let electrons and holes have equal masses $m$ and density $n$ each, with two spin states. With $\lambda_T=\sqrt{2\pi\hbar^2/(mkT)}$, integrating the Boltzmann distribution gives $n=2f(0)/\lambda_T^3$, hence

$$A=f(0)^2=\frac{n^2\lambda_T^6}{4}.$$

An exciton has mass $2m$ and four spin combinations, taken here as degenerate. A thermal exciton gas with occupation $N_0$ at zero momentum has density $n_X=4N_0\,2^{3/2}/\lambda_T^3$. Its correlated contribution equals the plasma contribution when $N_0=qA$:

$$\frac{n_X}{n}=2^{3/2}\,n\lambda_T^3\,q .$$

For $na_B^3=10^{-4}$ and $\lambda_T=3.819\,a_B$, this is $2.828\times10^{-4}\times55.7\times0.3375=0.0053$. Excitons amounting to half a percent of the carrier density already double the 1s line. The excess measures the occupation of bright excitons near zero momentum; turning it into a total density requires their momentum distribution, assumed thermal here.

## Where the result stops

The calculation holds to leading order in density and omits screening, gap renormalization and phase-space filling. It also leaves out reabsorption of the emitted light, inhomogeneous broadening and phonon-assisted emission. In a real sample these can change the ratio of emission to absorption, and they must be small or corrected for before $r$ is compared with $q$. The carrier occupation at $k=0$ is 0.0028 in the example, so phase-space filling is small; screening by a plasma is a separate effect and is not small there. The static Debye wavenumber obeys $(\kappa a_B)^2=16\pi na_B^3\beta$, so $\kappa a_B\approx0.11$. To first order this lowers the binding energy by $2\kappa a_BE_B\approx2$ meV, a 20% change that enters $e^\beta$ directly. By this static estimate, the numbers above hold quantitatively only at lower density. At higher density the 1s resonance itself can weaken or disappear, and $h$ must be replaced.

Conservation of $N_{1s}$ also has a limited lifetime. Phonons and collisions involving further carriers can form or break excitons and change $\Delta N_{1s}$. The plasma result describes times before these processes matter, or conditions that keep the correlated population small; the equilibrium result describes their outcome when they have had time to finish. Between the two, the peak stays where it is and its normalized strength carries the information. The numerical output below gives the values for both cases.

## Table of computed values

```
RING, exact Fock space (energy unit: electron hopping)
hole hopping 0.6, on-site attraction 6.0, neighbour 1.5
carrier temperature kT = 2.0
largest carrier occupation = 9.111e-04
lowest pair energy = -7.2375
exact emission at that energy = 1.0587e-06
plasma formula = 1.0597e-06
relative error = 9.25e-04
relative error at 1/10 density = 9.20e-05
emission without interaction / with = 1.0e-11
largest |correlated part|/N_low during evolution = 7.58e-04
largest off-diagonal correlation / max(fe fh) = 0.321
COULOMB MODEL, three dimensions
binding energy = 10.0 meV, temperature = 50 K
kT = 4.3087 meV, E_B/kT = 2.3209
broadening gamma = 0.5 meV
density n a_B^3 = 1.0e-04, f at k=0 = 2.784e-03
thermal wavelength = 3.819 a_B
box 1s energy = -9.9994 meV from gap
absorption peak = -10.00 meV from gap
plasma luminescence peak = -10.00 meV from gap
equilibrium luminescence peak = -10.00 meV from gap
q = N_1s/A, plasma only = 0.3375 (box: 0.3375)
lower bound exp(-E_B/kT) = 0.0982
N_1s/A, equilibrium = 10.185
equilibrium / plasma 1s line = 30.18
1s / continuum area, plasma = 1.565
1s / continuum area, equilibrium = 47.242
non-1s / 1s equilibrium weight: box 0.05211, Elliott 0.05211
matching exciton density / carrier density = 0.00532
SOURCE WITH CORRELATIONS HELD AT ZERO
1s weight / (A |d_1s|^2) = 0.0739
first negative continuum level = 0.03 meV
weight/(A |d|^2) at 49.83 meV = -0.00197
CONTINUUM OCCUPATION / BOLTZMANN - 1, mean over 3 to 6 meV
box radius 100 a_B: -0.1398; 200 a_B: -0.0839
TEMPERATURE TABLE: T in K, plasma q, equilibrium N_1s/A, their ratio
25 K: 0.1944, 103.732, 533.60
50 K: 0.3375, 10.185, 30.18
100 K: 0.5061, 3.191, 6.31
300 K: 0.7464, 1.472, 1.97
```
